# Phonon decay sums over ordered daughter pairs need one half

Consider a program that computes a phonon linewidth. It loops over one daughter wavevector \(\mathbf q_1\), fixes the other by momentum conservation, and loops over both branch indices. Before it prints a lifetime, someone must decide whether that sum is multiplied by one half. The choice changes the decay rate by a factor of two, at every temperature. If decay is the only source of the linewidth and a coupling constant is fitted to its known value, the error moves into the coupling, which comes out wrong by \(\sqrt2\), because the rate is quadratic in it.

The claim to be refuted is this: since every ordered pair of daughter labels satisfying the conservation laws is an allowed decay, the rate is the plain sum over ordered pairs.

## A counter-example: an optical phonon with two kinds of decay

Take a crystal of \(N\) cells with two equal atoms of mass \(M\) per cell. The parent is a zone-centre optical phonon of angular frequency \(\omega_0\). Its relative atomic displacement \(u\) is the same in every cell, so the kinetic energy is \(N\mu\dot u^2/2\) with \(\mu=M/2\), and

\[
u=u_0(b+b^\dagger),\qquad u_0^2=\frac{\hbar}{2N\mu\omega_0}.
\]

The possible daughters are one longitudinal (LA) and two transverse (TA) acoustic branches with mass-weighted coordinates \(Q_{s\mathbf q}\). Suppose that \(u\) modifies their potential energy as

\[
U=\frac12\sum_{\mathbf q ss'}\left[\omega_s^2\delta_{ss'}+2gu\,\omega_s\omega_{s'}\right]Q_{s\mathbf q}Q_{s',-\mathbf q}.
\]

For the LA branch, to first order in \(u\), \(\omega^2\to\omega^2(1+2gu)\), so \(\omega\to\omega(1+gu)\): \(g\) is a fractional frequency shift per unit displacement. Using the same \(g\) for all branch pairs is a model assumption.

Insert \(Q_{s\mathbf q}=\sqrt{\hbar/2\omega_s}\,(a_{s\mathbf q}+a^\dagger_{s,-\mathbf q})\) and keep the terms that destroy the parent and create two daughters:

\[
H_{\rm dec}=\frac12\,b\sum_{\mathbf q ss'}V_{ss'}\,a^\dagger_{s,-\mathbf q}a^\dagger_{s',\mathbf q},
\qquad V_{ss'}=gu_0\hbar\sqrt{\omega_s\omega_{s'}} .
\]

The factor \(\tfrac12\) comes from the product of the two square roots, \(\hbar/(2\sqrt{\omega_s\omega_{s'}})\).

Now list the final states.

- **LA+LA.** The state with one LA phonon at \(\mathbf q\) and one at \(-\mathbf q\) is produced by the summand at \(\mathbf q\) and again by that at \(-\mathbf q\). The amplitudes add to \(\tfrac12V+\tfrac12V=V\). Letting \(\mathbf q\) run over the whole zone meets this one state twice.
- **LA+TA.** The state with LA at \(\mathbf q\) and TA at \(-\mathbf q\) is produced by the two branch orders, again with total amplitude \(V\). The state with LA at \(-\mathbf q\) and TA at \(\mathbf q\) is physically different. With the labels fixed as "LA first, TA second", each \(\mathbf q\) therefore gives a new state.

Let \(R_{ss'}\) be the golden-rule sum over all \(\mathbf q\) at fixed branch labels. With TA+TA forbidden by energy conservation, as in the numbers below, the correct rate at zero temperature is

\[
\Gamma=\tfrac12R_{LL}+R_{LT_1}+R_{LT_2},
\]

whereas the plain ordered sum is \(R_{LL}+R_{LT_1}+R_{T_1L}+R_{LT_2}+R_{T_2L}=2\Gamma\). The two daughters in LA+TA are of different kinds, yet the ordered sum doubles that channel too, because it also lists TA+LA.

### The rate in closed form

By the golden rule,

\[
R_{ss'}=2\pi\sum_{\mathbf q}\frac{V_{ss'}^2}{\hbar^2}\,\delta(\omega_0-\omega_s-\omega_{s'})
=2\pi g^2\frac{\hbar}{2\mu\omega_0}\,\omega_s\omega_{s'}J_{ss'} ,
\]

where the \(1/N\) in \(u_0^2\) has been absorbed into the density of pairs per cell. For isotropic branches and cell volume \(v_c\),

\[
J_{ss'}=v_c\int\frac{4\pi q^2dq}{(2\pi)^3}\,\delta(\omega_0-\omega_s-\omega_{s'})
=\frac{v_cq^2}{2\pi^2|v_s+v_{s'}|},
\]

with the group velocities \(v_s=d\omega_s/dq\) taken at resonance.

Choose \(\omega_s=\Omega_s\sin(\pi q/2q_D)\) inside a sphere of radius \(q_D=(6\pi^2/v_c)^{1/3}\), which holds one wavevector per cell. With \(\theta=\pi q/2q_D\), resonance requires \(\sin\theta=\omega_0/(\Omega_s+\Omega_{s'})\). Also \(q=2q_D\theta/\pi\) and \(v_s+v_{s'}=(\pi/2q_D)(\Omega_s+\Omega_{s'})\cos\theta\). Since \(v_cq_D^3=6\pi^2\),

\[
J_{ss'}=\frac{v_c}{2\pi^2}\,\frac{8q_D^3\theta^2}{\pi^3(\Omega_s+\Omega_{s'})\cos\theta}
=\frac{24\,\theta^2}{\pi^3(\Omega_s+\Omega_{s'})\cos\theta},
\]

\[
R_{ss'}=\frac{24}{\pi^2}\,\frac{g^2\hbar}{\mu\omega_0}\,\frac{\Omega_s\Omega_{s'}}{\Omega_s+\Omega_{s'}}\,\frac{\theta^2\sin^2\theta}{\cos\theta}.
\]

### Numbers

The parameters are round values in the regime of silicon: \(\hbar\omega_0=64\) meV, branch tops \(\hbar\Omega_L=48\) meV and \(\hbar\Omega_T=20\) meV, \(M=28.1\) u, \(v_c=0.040\ \text{nm}^3\) and a chosen coupling \(g=3\ \text{nm}^{-1}\). Then \(q_D=11.40\ \text{nm}^{-1}\) and \(g^2\hbar/(\mu\omega_0)=4.18\times10^{-4}\).

For LA+LA, \(\sin\theta=64/96\), so \(\theta=0.730\) and \(q=5.29\ \text{nm}^{-1}\); each daughter has 32 meV. The formula gives \(\tfrac12R_{LL}=0.0059\ \text{ps}^{-1}\).

For LA+TA, \(\sin\theta=64/68\), so \(\theta=1.226\) and \(q=8.90\ \text{nm}^{-1}\); the daughters have 45.2 and 18.8 meV. The two TA branches together give \(2R_{LT}=0.172\ \text{ps}^{-1}\). TA+TA is closed, because \(20+20<64\).

At finite temperature each channel is multiplied by \(1+n_s+n_{s'}\), as derived below, where \(n\) is the Bose occupation. At 300 K this factor is 1.817 for LA+LA and 2.1445 for LA+TA, so

\[
\Gamma=0.0059\times1.817+0.172\times2.1445\approx0.380\ \text{ps}^{-1}.
\]

The lifetime \(1/\Gamma\) is 2.6 ps. Without additional dephasing the full linewidth at half maximum is \(\Gamma/(2\pi c)=2.0\ \text{cm}^{-1}\). At 0 K the values are 5.6 ps and \(0.94\ \text{cm}^{-1}\).

The plain ordered sum at 300 K gives \(0.759\ \text{ps}^{-1}\), hence 1.3 ps and \(4.0\ \text{cm}^{-1}\). The opposite slip is to list LA+TA once and still halve it:

\[
0.0107+\tfrac12(0.3688)=0.195\ \text{ps}^{-1},
\]

about half the correct rate. The factor thus belongs to the way the list is made, and cannot be attached to every sum by habit.

The states can also be counted without any ordered sum. Place a cubic mesh of wavevectors, 160 points across the diameter, in the sphere. Enter each LA+LA pair once by keeping only \(q_x>0\), enter each LA+TA state once, and replace the energy delta function by a Gaussian of standard deviation 0.5 meV. This list gives \(0.383\ \text{ps}^{-1}\) at 300 K, within about 1% of the halved sum. Going from 120 to 160 points at fixed Gaussian width changes it by less than 0.01%.

## The general statement

Let the cubic energy, in real normal modes, be

\[
H_3=\frac1{3!}\sum_{ijk}\Phi_{ijk}A_iA_jA_k,\qquad A_i=a_i+a_i^\dagger,
\]

with \(\Phi\) real and symmetric in its labels. To leading order in \(H_3\), with the daughters held in thermal equilibrium, the decay contribution to the population relaxation rate of parent 0 is

\[
\Gamma_{\rm dec}=\frac{2\pi}{\hbar}\,\frac12\sum_{jk}|\Phi_{0jk}|^2(1+n_j+n_k)\,\delta(E_0-E_j-E_k),
\]

where \(j\) and \(k\) run independently over all daughter modes and \(E_i=\hbar\omega_i\).

### Proof at zero temperature

The parent can occupy any of three positions in \(A_iA_jA_k\). Symmetry of \(\Phi\) makes the three contributions equal, so \(3/3!=\tfrac12\), and the decay part is

\[
\frac12\,a_0\sum_{jk}\Phi_{0jk}\,a_j^\dagger a_k^\dagger .
\]

If \(j\ne k\), the orders \((j,k)\) and \((k,j)\) create the same state, with amplitude \(\tfrac12(\Phi_{0jk}+\Phi_{0kj})=\Phi_{0jk}\). If \(j=k\), there is one term, and \(a_j^\dagger a_j^\dagger|0\rangle=\sqrt2\,|2_j\rangle\), so the amplitude is \(\Phi_{0jj}/\sqrt2\). Summing squared amplitudes over physical states gives

\[
\sum_{j<k}|\Phi_{0jk}|^2+\frac12\sum_j|\Phi_{0jj}|^2=\frac12\sum_{jk}|\Phi_{0jk}|^2 .
\]

The delta function is unchanged by exchanging \(j\) and \(k\), so it can be inserted in each term. This proves the zero-temperature formula.

The diagonal terms deserve attention. An ordered sum meets a doubly occupied state once, so one might expect its half to be an error. The boson factor and the single term in \(H_3\) show that the half is needed there as well.

### Travelling and standing waves

The diagonal half also keeps the rate independent of the basis. For a degenerate pair at \(\pm\mathbf q\), the decay operator contains \(V a_{\mathbf q}^\dagger a_{-\mathbf q}^\dagger\): one final state, of strength \(V^2\). Define standing waves by \(a^\dagger_{\pm\mathbf q}=(c_1^\dagger\pm ic_2^\dagger)/\sqrt2\). Then

\[
Va_{\mathbf q}^\dagger a_{-\mathbf q}^\dagger=\frac V2\left[(c_1^\dagger)^2+(c_2^\dagger)^2\right].
\]

Now there are two doubly occupied final states, each with amplitude \(\sqrt2\,V/2=V/\sqrt2\). Their strengths add to \(V^2/2+V^2/2=V^2\), as before. A sum over unordered pairs that gave full weight \(V^2\) to each diagonal coefficient would yield \(2V^2\) in this basis.

More generally, let a unitary matrix \(W\) mix daughters of equal frequency. The symmetric matrix of coefficients changes to \(V'=WVW^T\), and

\[
\sum_{jk}|V'_{jk}|^2=\operatorname{Tr}(WVW^TW^*V^\dagger W^\dagger)=\operatorname{Tr}(VV^\dagger)=\sum_{jk}|V_{jk}|^2 .
\]

Because \(W\) mixes only equal frequencies, the same identity holds separately for each pair of daughter frequencies, so the delta function and the thermal factor can be inserted. The halved ordered sum therefore carries over from real modes to travelling waves.

### Finite temperature

For \(j\ne k\) and parent occupation \(N_0\), decay has weight \(N_0(1+n_j)(1+n_k)\) and the reverse process \((N_0+1)n_jn_k\). Their difference is

\[
N_0(1+n_j+n_k)-n_jn_k .
\]

In equilibrium \((1+n)/n=e^{E/k_BT}\). Since \(E_0=E_j+E_k\), the parent's equilibrium occupation \(\bar N_0\) obeys

\[
\frac{1+\bar N_0}{\bar N_0}=\frac{(1+n_j)(1+n_k)}{n_jn_k}
\quad\Rightarrow\quad n_jn_k=(1+n_j+n_k)\bar N_0 .
\]

The difference is \((1+n_j+n_k)(N_0-\bar N_0)\), which is the stated thermal factor.

For \(j=k\), let \(m\) be the instantaneous occupation and \(n\) its thermal mean. The squared matrix elements are \(\tfrac14|\Phi_{0jj}|^2(m+1)(m+2)\) forward and \(\tfrac14|\Phi_{0jj}|^2m(m-1)\) backward. A thermal distribution has \(\langle m^2\rangle=2n^2+n\), so the averages of the two products are \(2(1+n)^2\) and \(2n^2\). The result is half the expression for \(j\ne k\) evaluated at \(n_j=n_k=n\), in agreement with the general formula.

### Where no half belongs

In coalescence, \(0+j\to k\), one phonon is absorbed and the other emitted. Exchanging \(j\) and \(k\) gives a different process. The relevant part of \(H_3\) is \(a_0\sum_{j\ne k}\Phi_{0jk}a_ja_k^\dagger\), because either of the two remaining fields may supply the annihilation operator, and \(2\times\tfrac12=1\). The balance of rates is

\[
N_0n_j(1+n_k)-(N_0+1)(1+n_j)n_k=(n_j-n_k)(N_0-\bar N_0),
\]

where now \(E_k=E_0+E_j\). Hence

\[
\Gamma_{\rm coal}=\frac{2\pi}{\hbar}\sum_{j\ne k}|\Phi_{0jk}|^2(n_j-n_k)\,\delta(E_0+E_j-E_k).
\]

If the half is omitted from decay alone, the total becomes \(2\Gamma_{\rm dec}+\Gamma_{\rm coal}\), which is less than twice the correct total when coalescence is present. In the example no mode lies above the parent, so coalescence is closed and the total doubles. Some formulas place a common half before both processes; they must then include both role assignments for coalescence.

The prefactor also depends on the definition of the coefficients. If \(H_3=\sum\Psi_{ijk}A_iA_jA_k\) with symmetric \(\Psi\), then \(\Phi=6\Psi\), and the factor \(\tfrac12|\Phi|^2\) becomes \(18|\Psi|^2\). A program that returns the half-width \(\hbar\Gamma/2\) has another factor of two, unrelated to the counting of daughters.

## The same count in time evolution

The Schrödinger equation can test the halved rate without the golden rule, once the ordered operator sum has been reduced to physical states. Set \(\hbar=\omega_0=1\) and couple a parent to a ring of 600 cells with branches \(0.8\sin(q/2)\) and \(0.4\sin(q/2)\) for \(0\le q\le\pi\), continued evenly to negative \(q\). Include each LA+LA and LA+TA state once, with amplitude \(c\sqrt{\omega_s\omega_{s'}/600}\) and \(c=0.04\); the self-paired state at \(q=\pi\) has the extra \(1/\sqrt2\). These are the states and amplitudes obtained by applying the ordered sum, with its factor \(\tfrac12\), to the vacuum and merging equal states. TA+TA reaches only 0.8 and is left out.

In one dimension two wavevectors \(\pm q\) are resonant, so each ordered branch pair contributes \(2c^2\omega_s\omega_{s'}/(v_s+v_{s'})\), with positive speeds. The halved sum is 0.002785 and the plain sum 0.005569. Diagonalizing the Hamiltonian and fitting the logarithm of the parent's survival probability between times 100 and 500 gives 0.002767.

## How far the silicon-like numbers can be trusted

Silicon's zone-centre optical phonon does lie near 64 meV, and its room-temperature linewidth is roughly a few \(\text{cm}^{-1}\). The model's \(2.0\ \text{cm}^{-1}\) is of that size, but \(g\) was chosen, so this is no prediction. One assumption that matters here is isotropy. In a real crystal the branch tops depend on direction, and LA+TA is open by only 4 meV in the model. With all else fixed at 300 K, TA tops of 18, 20 and 22 meV give 0.62, 0.38 and \(0.28\ \text{ps}^{-1}\). At 14 meV the channel is closed, since \(48+14<64\), and \(0.011\ \text{ps}^{-1}\) remains. While the channel is open, the model's rate rises towards threshold mainly because \(\cos\theta\) in the denominator becomes small: the whole surface of the sphere reaches the highest pair energy at once, with zero group velocity. This needs both isotropy and branches that flatten at the surface of the sphere. With isotropic linear branches of the same tops, the LA+TA rate stays finite, rising only from 0.26 to \(0.34\ \text{ps}^{-1}\) as the TA top falls from 22 meV to just above 16 meV. In a three-dimensional crystal whose pair energy has isolated smooth maxima, the density of pairs instead falls to zero at the upper threshold, as the square root of the distance from it. The steep rise should not be carried over to real silicon. LA+TA is also the dominant channel in first-principles calculations for silicon, but the model's share of 97% depends on the assumed dispersions and the common \(g\), and is not a prediction.

Daughter broadening matters less at the chosen parameters. Replacing the energy delta function by a Lorentzian of full width 0.50 meV, twice the parent's width, raises the 300 K rate by 1.5%. Perturbation theory is also reasonable for this parent, since \(\Gamma/\omega_0\approx0.004\) and the parent's width, 0.25 meV, is small compared with the 4 meV that separate it from the LA+TA threshold. Very close to threshold it is not: the golden-rule rate then varies strongly across the linewidth, and a frequency-dependent self-energy is needed. The absolute rate is therefore sensitive to the phonon spectrum, while the half in the leading-order formula follows from counting states.
